# Pressure Cycling and Final Oxide Thickness in Linear-Parabolic Growth: verification in Python

```python
"""
Result under test: an oxide of thickness x grows by dx/dt = B/(A + 2x).
With A fixed and B proportional to pressure p, the final x depends only on
the time integral of p. With B ~ p**n, 0 < n < 1, any pressure variation at
the same mean and duration gives a thinner oxide than constant pressure.
Symbols: A (nm), B (nm^2/min), x0 initial thickness (nm), S = integral of B dt,
phi = mean(p**n) / mean(p)**n. Lengths in nm, times in min, pressures in Torr.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded

A_REF = 200.0            # nm, rough value for steam near 1000 C
B_ATM = 5000.0           # nm^2/min at 760 Torr, rough value
X0 = 20.0                # nm
P_MEAN = 380.0           # Torr
RUN = 120.0              # min
SWING = 0.8              # relative amplitude of the square wave
TEMP = 1273.15           # K
B_MEAN = B_ATM * P_MEAN / 760.0


def grow(pressures, durations, n, a_power=0.0):
    """Integrate the growth equation through constant-pressure segments."""
    x = X0
    for p, duration in zip(pressures, durations):
        if p == 0:
            continue
        b = B_MEAN * (p / P_MEAN) ** n
        a = A_REF * (p / P_MEAN) ** a_power
        sol = solve_ivp(lambda t, y: b / (a + 2 * y), (0, duration), [x],
                        rtol=1e-9, atol=1e-9)
        x = sol.y[0, -1]
    return x


def thickness(s, a=A_REF):
    """Closed formula for the final thickness."""
    return -a / 2 + np.sqrt((X0 + a / 2) ** 2 + s)


S_CONST = B_MEAN * RUN
high, low = P_MEAN * (1 + SWING), P_MEAN * (1 - SWING)
cycle_p = [high, low] * 6
cycle_t = [RUN / 12] * 12

# The three recipes, by integration of the growth equation
const = {n: grow([P_MEAN], [RUN], n) for n in (0.5, 1.0, 1.5)}
cycled = {n: grow(cycle_p, cycle_t, n) for n in (0.5, 1.0)}
short = {n: grow([760.0], [RUN / 2], n) for n in (0.5, 1.0)}
phi = ((1 + SWING) ** 0.5 + (1 - SWING) ** 0.5) / 2
assert abs(const[1.0] - thickness(S_CONST)) < 1e-4
assert abs(cycled[1.0] - const[1.0]) < 1e-4
assert abs(short[1.0] - const[1.0]) < 1e-4
assert abs(cycled[0.5] - thickness(phi * S_CONST)) < 1e-4
assert abs(short[0.5] - thickness(S_CONST * 2 ** (0.5 - 1))) < 1e-4
assert cycled[0.5] < const[0.5] - 1

# Order of the pressures: same end, different thickness on the way
for n in (0.5, 1.0):
    first = grow([high, low], [RUN / 2] * 2, n)
    second = grow([low, high], [RUN / 2] * 2, n)
    assert abs(first - second) < 1e-4
half_high = grow([high], [RUN / 2], 1.0)
half_low = grow([low], [RUN / 2], 1.0)
assert half_high > half_low + 1

# Random histories with the same mean pressure
rng = np.random.default_rng(4)
for trial in range(4):
    levels = rng.uniform(0.05, 1, 12)
    levels *= P_MEAN / levels.mean()
    assert abs(grow(levels, cycle_t, 1.0) - const[1.0]) < 1e-4
    assert grow(levels, cycle_t, 0.5) < const[0.5] - 0.1
    assert grow(levels, cycle_t, 1.5) > const[1.5] + 0.1

# Smooth ramp from zero to twice the mean pressure
for n in (0.5, 1.0):
    ramp = solve_ivp(lambda t, y: B_MEAN * (2 * t / RUN) ** n / (A_REF + 2 * y),
                     (0, RUN), [X0], rtol=1e-9, atol=1e-9).y[0, -1]
    assert abs(ramp - thickness(S_CONST * 2 ** n / (n + 1))) < 1e-2

# On/off operation with on-fraction d
duty = 0.25
on_off = grow([P_MEAN / duty, 0] * 3, [duty * 40, (1 - duty) * 40] * 3, 0.5)
assert abs(on_off - thickness(S_CONST * duty ** 0.5)) < 1e-4

# Small-fluctuation law, direct average against variance formula
for n in (0.5, 0.8):
    ratio = 1 + 0.05 * rng.uniform(-1, 1, 2000)
    ratio /= ratio.mean()
    direct_loss = 1 - np.mean(ratio ** n)
    assert abs(direct_loss / (n * (1 - n) * ratio.var() / 2) - 1) < 0.05

# First-order thickness loss, tested on a small swing by integration
small = 0.2
small_p = [P_MEAN * (1 + small), P_MEAN * (1 - small)]
small_phi = np.mean((np.array(small_p) / P_MEAN) ** 0.5)
small_loss = const[0.5] - grow(small_p, [RUN / 2] * 2, 0.5)
small_est = S_CONST * (1 - small_phi) / (A_REF + 2 * const[0.5])
assert abs(small_loss / small_est - 1) < 0.02
loss = const[0.5] - cycled[0.5]
loss_est = S_CONST * (1 - phi) / (A_REF + 2 * const[0.5])

# Time-dependent diffusion through the growing film, fast pressure cycling.
# Two water molecules are used per SiO2 unit (density 2.2 g/cm^3, 60.08 g/mol).
N_OX = 2 * 2.2 / 60.08 * constants.N_A          # cm^-3
C_ATM = 3e19                                    # cm^-3 at 760 Torr, rough
c_over_n = C_ATM * P_MEAN / 760 / N_OX          # at the mean pressure
DIFF = B_MEAN / (2 * c_over_n)                  # nm^2/min
K_REACT = 2 * DIFF / A_REF                      # nm/min


def transient(n, swing, cells=12, dt=0.01, steps_per_cycle=10):
    """Implicit diffusion steps; C in units of C* at the mean pressure.
    Film stretching within a step is left out (relative size C*/N)."""
    x, c = X0, np.zeros(cells)
    surface = ((1 + swing) ** n, (1 - swing) ** n)
    band = np.zeros((3, cells))
    for step in range(int(round(RUN / dt))):
        late = (step % steps_per_cycle) >= steps_per_cycle // 2
        dz = x / cells
        g = DIFF / dz
        store = np.full(cells, dz / dt)
        store[-1] /= 2
        band[0, 1:] = -g
        band[2, :-1] = -g
        band[1] = store + 2 * g
        band[1, -1] = store[-1] + g + K_REACT
        rhs = store * c
        rhs[0] += g * surface[int(late)]
        c = solve_banded((1, 1), band, rhs, check_finite=False)
        x += dt * K_REACT * c[-1] * c_over_n
    return x


fast_linear = transient(1.0, SWING)
fast_root = transient(0.5, SWING)
# Tolerance 1 nm: stored oxidant, start-up and step errors are tenths of a nm
assert abs(fast_linear - const[1.0]) < 1.0
assert abs(fast_root - cycled[0.5]) < 1.0

# Pressure-dependent A: B ~ p and B/A ~ p**0.75, so A ~ p**0.25
var_cycled = grow(cycle_p, cycle_t, 1.0, a_power=0.25)
var_low_first = grow(small_p[::-1], [RUN / 2] * 2, 1.0, a_power=0.25)
var_high_first = grow(small_p, [RUN / 2] * 2, 1.0, a_power=0.25)
assert var_cycled < const[1.0] - 1
assert var_low_first > const[1.0] + 0.3
assert var_high_first < const[1.0] - 0.3

# Other neglected effects
transit_s = const[1.0] ** 2 / DIFF * 60
stored_nm = c_over_n * const[1.0]
ramp_min = 1.0
ramp_share = 11 * ramp_min / RUN
ramp_mean = np.mean(np.linspace(1 - SWING, 1 + SWING, 20001) ** 0.5)
phi_ramp = (1 - ramp_share) * phi + ramp_share * ramp_mean
loss_ramp = const[0.5] - thickness(phi_ramp * S_CONST)
k_ev = constants.k / constants.e
E_B, E_LIN = 0.8, 2.0                            # eV, rough
inv_shift = (1 / TEMP - 1 / (TEMP + 1)) / k_ev
b_hot = np.exp(E_B * inv_shift)
a_hot = b_hot / np.exp(E_LIN * inv_shift)
one_kelvin = thickness(S_CONST * b_hot, A_REF * a_hot) - const[1.0]
GAS_D, GAS_LAYER = 2.0, 1.0                      # cm^2/s and cm, rough
gas_density = P_MEAN * constants.torr / (constants.k * TEMP) * 1e-6
supply = GAS_D / GAS_LAYER * gas_density
start_rate = B_MEAN / (A_REF + 2 * X0)           # nm/min
demand = N_OX * start_rate * 1e-7 / 60

print(f"A = {A_REF:.0f} nm; initial oxide x0 = {X0:.0f} nm")
print(f"B at 760 Torr = {B_ATM:.0f} nm^2/min")
print(f"B at {P_MEAN:.0f} Torr = {B_MEAN:.0f} nm^2/min (both n)")
print(f"temperature = {TEMP:.0f} K; long run = {RUN:.0f} min")
print(f"dose of every recipe = {P_MEAN * RUN:.0f} Torr min")
print(f"cycle levels = {high:.0f} and {low:.0f} Torr, {cycle_t[0]:.0f} min each")
print(f"S, constant pressure = {S_CONST:.0f} nm^2")
print(f"n=1: constant 380 Torr, x = {const[1.0]:.1f} nm")
print(f"n=1: cycled, x = {cycled[1.0]:.1f} nm")
print(f"n=1: 760 Torr for 60 min, x = {short[1.0]:.1f} nm")
print(f"n=1: after 60 min at high level, x = {half_high:.1f} nm")
print(f"n=1: after 60 min at low level, x = {half_low:.1f} nm")
print(f"n=1/2: phi of the square wave = {phi:.4f}")
print(f"n=1/2: S, cycled = {phi * S_CONST:.0f} nm^2")
print(f"n=1/2: constant 380 Torr, x = {const[0.5]:.1f} nm")
print(f"n=1/2: cycled, x = {cycled[0.5]:.1f} nm")
print(f"n=1/2: 760 Torr for 60 min, x = {short[0.5]:.1f} nm")
print(f"n=1/2: loss by cycling = {loss:.1f} nm = {100*loss/const[0.5]:.1f} %")
print(f"n=1/2: first-order estimate of loss = {loss_est:.1f} nm")
print(f"n=1/2: small-fluctuation 1-phi = {SWING**2 / 8:.4f}")
print(f"n=1/2: true 1-phi = {1 - phi:.4f}")
print(f"oxidant solubility at 760 Torr = {C_ATM:.1e} cm^-3")
print(f"oxidant used per oxide volume N = {N_OX:.2e} cm^-3")
print(f"C*/N at 380 Torr = {c_over_n:.2e}")
print(f"diffusivity D = {DIFF:.2e} nm^2/min")
print(f"diffusion time x^2/D at the end = {transit_s:.1f} s")
print("period in the transient diffusion runs = 6 s")
print(f"transient diffusion, n=1, cycled: x = {fast_linear:.1f} nm")
print(f"transient diffusion, n=1/2, cycled: x = {fast_root:.1f} nm")
print(f"stored oxidant, upper size = {stored_nm:.2f} nm of oxide")
print(f"n=1/2: loss with {ramp_min:.0f} min pressure ramps = {loss_ramp:.1f} nm")
print(f"activation energies: B {E_B:.1f} eV, B/A {E_LIN:.1f} eV")
print(f"n=1: thickness change for +1 K = {one_kelvin:.1f} nm")
print(f"gas layer: D = {GAS_D:.0f} cm^2/s, width = {GAS_LAYER:.0f} cm")
print(f"initial growth rate at 380 Torr = {start_rate:.1f} nm/min")
print(f"oxidant demand / largest gas supply = {demand / supply:.1e}")
print("A ~ p^0.25, B ~ p, change against constant pressure:")
print(f"  six cycles 684/76 Torr: {var_cycled - const[1.0]:+.1f} nm")
print(f"  60 min at {small_p[1]:.0f}, then 60 min at {small_p[0]:.0f} Torr: "
      f"{var_low_first - const[1.0]:+.1f} nm")
print(f"  same two levels, high first: {var_high_first - const[1.0]:+.1f} nm")
print("verified")
```

Running it gives:

```
A = 200 nm; initial oxide x0 = 20 nm
B at 760 Torr = 5000 nm^2/min
B at 380 Torr = 2500 nm^2/min (both n)
temperature = 1273 K; long run = 120 min
dose of every recipe = 45600 Torr min
cycle levels = 684 and 76 Torr, 10 min each
S, constant pressure = 300000 nm^2
n=1: constant 380 Torr, x = 460.7 nm
n=1: cycled, x = 460.7 nm
n=1: 760 Torr for 60 min, x = 460.7 nm
n=1: after 60 min at high level, x = 433.3 nm
n=1: after 60 min at low level, x = 110.7 nm
n=1/2: phi of the square wave = 0.8944
n=1/2: S, cycled = 268328 nm^2
n=1/2: constant 380 Torr, x = 460.7 nm
n=1/2: cycled, x = 431.7 nm
n=1/2: 760 Torr for 60 min, x = 376.0 nm
n=1/2: loss by cycling = 29.0 nm = 6.3 %
n=1/2: first-order estimate of loss = 28.2 nm
n=1/2: small-fluctuation 1-phi = 0.0800
n=1/2: true 1-phi = 0.1056
oxidant solubility at 760 Torr = 3.0e+19 cm^-3
oxidant used per oxide volume N = 4.41e+22 cm^-3
C*/N at 380 Torr = 3.40e-04
diffusivity D = 3.68e+06 nm^2/min
diffusion time x^2/D at the end = 3.5 s
period in the transient diffusion runs = 6 s
transient diffusion, n=1, cycled: x = 460.8 nm
transient diffusion, n=1/2, cycled: x = 431.8 nm
stored oxidant, upper size = 0.16 nm of oxide
n=1/2: loss with 1 min pressure ramps = 27.1 nm
activation energies: B 0.8 eV, B/A 2.0 eV
n=1: thickness change for +1 K = 2.2 nm
gas layer: D = 2 cm^2/s, width = 1 cm
initial growth rate at 380 Torr = 10.4 nm/min
oxidant demand / largest gas supply = 1.3e-04
A ~ p^0.25, B ~ p, change against constant pressure:
  six cycles 684/76 Torr: -8.5 nm
  60 min at 304, then 60 min at 456 Torr: +0.8 nm
  same two levels, high first: -1.5 nm
verified
```
